# Geometric Island Sizes from Simultaneous Birth and Size-Proportional Growth

## Two islands

Put two immobile one-atom islands on a surface and add atoms one at a time. Let each new atom choose an island with probability proportional to the island's present size. The third atom has no preference, so the sizes become $(2,1)$ or $(1,2)$, each with probability $1/2$. From $(2,1)$ the fourth atom gives $(3,1)$ with probability $2/3$ and $(2,2)$ with probability $1/3$. Adding the mirror case,

$$
P(3,1)=\tfrac12\cdot\tfrac23=\tfrac13,\qquad
P(2,2)=\tfrac12\cdot\tfrac13+\tfrac12\cdot\tfrac13=\tfrac13,\qquad
P(1,3)=\tfrac13 .
$$

All divisions are equally likely, and this persists. Suppose that at $T$ atoms each of the $T-1$ divisions has probability $1/(T-1)$. The division $(s,T+1-s)$ is reached from $(s-1,T+1-s)$ if the first island gains, with probability $(s-1)/T$, or from $(s,T-s)$ if the second gains, with probability $(T-s)/T$. Hence

$$
P(s,T+1-s)=\frac{1}{T-1}\left[\frac{s-1}{T}+\frac{T-s}{T}\right]=\frac1T .
$$

At the ends, $s=1$ and $s=T$, the term whose starting division does not exist has zero weight, so the formula holds there too. Growth in proportion to size keeps no preferred size: an early lead is amplified just enough to make unequal divisions as likely as equal ones.

## Many islands, finite number

Let $N\ge2$ islands be present at size 1 at the same moment, and let the total reach $M$ atoms. Assume that no island is born later, none loses atoms, none merge, and all follow the same growth law.

Consider one particular order of arrivals that ends in sizes $s_1,\dots,s_N$. The totals before the successive arrivals are $N,N+1,\dots,M-1$, and these are the denominators of the choice probabilities. Island $i$ contributes the numerators $1,2,\dots,s_i-1$. The probability of this order is therefore

$$
\frac{\prod_i (s_i-1)!}{N(N+1)\cdots(M-1)}
=\frac{(N-1)!\,\prod_i (s_i-1)!}{(M-1)!}.
$$

It depends on the final sizes and not on the order. The number of orders giving the same sizes is $(M-N)!/\prod_i(s_i-1)!$. Multiplying, the factorials of the sizes cancel:

$$
P(s_1,\dots,s_N)=\frac{(M-N)!\,(N-1)!}{(M-1)!}=\binom{M-1}{N-1}^{-1}.
$$

Every way of writing $M$ as an ordered sum of $N$ positive integers is equally likely. If one chosen island has size $s$, the other $N-1$ islands share $M-s$ atoms, which can be done in $\binom{M-s-1}{N-2}$ ways. Thus

$$
P_s^{(N,M)}=\binom{M-s-1}{N-2}\Big/\binom{M-1}{N-1},\qquad 1\le s\le M-N+1. \tag{1}
$$

For large $N$ at fixed mean size $m=M/N$, use the first term and the ratio of successive terms:

$$
P_1^{(N,M)}=\frac{N-1}{M-1}\to\frac1m,\qquad
\frac{P_{s+1}^{(N,M)}}{P_s^{(N,M)}}=\frac{M-N-s+1}{M-s-1}\to1-\frac1m .
$$

At fixed $s$ this gives the geometric law

$$
P_s=\frac1m\left(1-\frac1m\right)^{s-1}. \tag{2}
$$

The first correction to $P_1$ follows from $M=mN$:

$$
P_1^{(N,M)}=\frac1m\,\frac{1-1/N}{1-1/(mN)}
\simeq\frac1m\left[1-\frac{1-1/m}{N}\right].
$$

## The same law from rate equations

The growth can also be described by densities instead of individual islands. Let $P_s(t)$ be the fraction of islands with size $s$, and let an island of size $s$ gain atoms at rate $k(t)s$. The coefficient $k$ may vary in time but is common to all islands. Size $s$ is entered from $s-1$ and left towards $s+1$:

$$
\frac{dP_s}{dt}=k(t)\left[(s-1)P_{s-1}-sP_s\right],\qquad P_s(0)=\delta_{s1}. \tag{3}
$$

Time zero here is the common moment of birth. Define the growth clock $\tau=\int_0^t k\,dt'$. Since $d/dt=k\,d/d\tau$, the factor $k$ cancels. Multiplying by $e^{s\tau}$ and setting $Q_s=e^{s\tau}P_s$ removes the loss term:

$$
\frac{dQ_s}{d\tau}=(s-1)e^{s\tau}P_{s-1}=(s-1)e^{\tau}Q_{s-1}.
$$

With $x=e^\tau-1$ one has $dx=e^\tau d\tau$, so

$$
\frac{dQ_s}{dx}=(s-1)Q_{s-1},\qquad Q_1=1,\qquad Q_s(0)=0\ \ (s\ge2).
$$

Successive integration gives $Q_2=x$, $Q_3=x^2$, and by induction $Q_s=x^{s-1}$. Returning to $P_s$,

$$
P_s=e^{-s\tau}(e^\tau-1)^{s-1}=e^{-\tau}(1-e^{-\tau})^{s-1}. \tag{4}
$$

This is Eq. (2) with $m=e^\tau$. To confirm that $m$ is the mean, write $q=1-1/m$ and sum the tail:

$$
P(\text{size}>j)=\sum_{s>j}\frac{q^{s-1}}m=q^j,\qquad
\langle s\rangle=\sum_{j\ge0}q^j=\frac1{1-q}=m. \tag{5}
$$

The second factorial moment is $\langle s(s-1)\rangle=(q/m)\,2/(1-q)^3=2qm^2=2m^2-2m$. The variance is then

$$
\sigma^2=(2m^2-2m)+m-m^2=m(m-1).
$$

The spread is nearly as large as the mean once $m\gg1$.

Equation (5) also says that the excess $s-j$ of islands larger than $j$ is again geometric with mean $m$. These islands hold $q^j(j+m)$ atoms per island of the whole population, so their share of all atoms is

$$
A(>j)=q^j\left(1+\frac jm\right). \tag{6}
$$

If a measurement misses all islands with $s\le j$, the mean of those seen is $m+j$. Within this model the true mean is therefore the observed mean minus $j$, and this corrected value is the one to use when sizes are scaled.

## What sets the clock

Equation (4) needs a relation between $\tau$ and deposition time. Let $N$ now denote islands per unit area and $F$ the flux of atoms per unit area and time. Suppose every deposited atom ends in an island, and idealize seeding so that the first $N$ atoms occupy $N$ separate traps before any island grows. Seeding ends at $t_0=N/F$, with $t$ counted from the opening of the source. Afterwards the islands hold $Ft$ atoms per area, and conservation requires

$$
F=k\sum_s sNP_s=kFt\quad\Rightarrow\quad k=\frac1t,\qquad
\tau=\int_{t_0}^{t}\frac{dt'}{t'}=\ln\frac{t}{t_0},\qquad m=\frac{Ft}{N}. \tag{7}
$$

A second closure applies to flat islands one layer high, if atoms landing on an island join it and atoms landing elsewhere desorb before reaching one. An atom in the island covers an area $a_0$, so the capture rate is $Fa_0s$. Then $k=Fa_0$ is constant and $m=e^{kt}$, with $t$ counted from birth. The distribution at a given mean is the same in both cases; the time needed to reach that mean differs.

## Scaling limit and its error

Let $u=s/m$. At fixed $u$, expand the logarithm in Eq. (2):

$$
\ln(mP_s)=(um-1)\ln\left(1-\frac1m\right)
=(um-1)\left(-\frac1m-\frac1{2m^2}-\cdots\right)
=-u+\frac{1-u/2}{m}+O(m^{-2}).
$$

Exponentiation gives

$$
mP_s=e^{-u}\left[1+\frac{1-u/2}{m}+O(m^{-2})\right]\longrightarrow e^{-u}. \tag{8}
$$

The island density $n_s=NP_s$ can be written with $\Theta=Nm$, the atoms in islands per area:

$$
n_s\simeq\frac{\Theta}{m^2}f\left(\frac sm\right),\qquad f(u)=e^{-u},\qquad
\int_0^\infty f\,du=\int_0^\infty uf\,du=1 .
$$

An implementation also needs an error valid for all sizes. Since $q\le e^{-1/m}$,

$$
q^{s-1}-e^{-s/m}\le e^{-(s-1)/m}\left(1-e^{-1/m}\right)\le1-e^{-1/m}.
$$

For the opposite sign, use $q^{s-1}\ge q^s$ and factor the difference of two $s$-th powers. Each of the $s$ terms in the factor is at most $e^{-(s-1)/m}$:

$$
e^{-s/m}-q^{s-1}\le e^{-s/m}-q^s
\le s\,e^{-(s-1)/m}\left(e^{-1/m}-1+\frac1m\right)
\le m\cdot\frac1{2m^2}=\frac1{2m}.
$$

The last step uses $e^{-y}-1+y\le y^2/2$ and the maximum of $s\,e^{-(s-1)/m}$, which is $m\,e^{-1+1/m}\le m$. The first bound is attained at $s=1$ and is not smaller than the second, because $1-e^{-y}\ge y/2$ for $0\le y\le1$. Hence

$$
\max_s\left|mP_s-e^{-s/m}\right|=1-e^{-1/m}<\frac1m . \tag{9}
$$

This is an absolute error. The relative error grows in the far tail, where Eq. (8) requires $u\ll m$.

## Evaluation and sampling

For large sizes, evaluate $\ln P_s=-\ln m+(s-1)\ln(1-1/m)$ with a logarithm routine that is accurate near 1. The content of a bin $a<s\le b$ is $q^a-q^b$, which avoids a sum. For $m>1$ and a uniform random number $U$ in $(0,1)$, an independent size is

$$
s=1+\left\lfloor\frac{\ln U}{\ln q}\right\rfloor ,
$$

because $s>j$ holds when $U\le q^j$, which has the probability required by Eq. (5).

To simulate the growth itself, store the island label of every atom. For each arrival, copy the label of an atom chosen uniformly from those present. An island of size $s$ owns $s$ labels and is therefore chosen with the correct weight. A run with 3000 islands and mean size 40 gave a largest difference of 0.0136 between the simulated and geometric cumulative distributions. This is below the sampling limit $1.95/\sqrt{3000}=0.036$ set for the test.

## When the conditions change

**Birth at size two.** If a dimer is the smallest stable island, all islands start at $s=2$. The equations for $Q_s$ are unchanged, but now $Q_2=1$. Integration gives $Q_3=2x$, $Q_4=3x^2$, and $Q_s=(s-1)x^{s-2}$. Thus

$$
P_s=(s-1)p^2(1-p)^{s-2},\qquad p=e^{-\tau}=\frac2m .
$$

The mean is $2e^\tau$ because rates proportional to size let the dimer be treated as two independent one-atom islands whose sizes are added. Variances add as well, so $\sigma^2=2(1/p^2-1/p)=m^2/2-m$. For large $m$,

$$
mP_s=\frac{4(s-1)}{m}\left(1-\frac2m\right)^{s-2}\to4u\,e^{-2u}.
$$

This vanishes at small $u$ and peaks at $u=1/2$. The birth size is thus remembered in the scaling limit.

**Traps filled one by one.** Let every trap start empty and capture at the rate $k$ of a one-atom island. The empty fraction is $n_0=e^{-\tau}$, and births at clock reading $b$ have density $e^{-b}$. An island born then has grown for $v=\tau-b$, so the fraction of traps holding $s\ge1$ atoms is

$$
n_s^{\rm trap}=\int_0^\tau e^{-b}e^{-(\tau-b)}\left(1-e^{-(\tau-b)}\right)^{s-1}db
=e^{-\tau}\int_0^\tau(1-e^{-v})^{s-1}dv .
$$

The mean number of atoms per trap, $\bar s$, obeys $d\bar s/d\tau=e^{-\tau}+\bar s$ with $\bar s(0)=0$, whence $\bar s=\sinh\tau$. At large $\bar s$, $e^{-\tau}\simeq1/(2\bar s)$. Put $s=u\bar s$ and $y=se^{-v}$. The integrand tends to $e^{-y}$ and $dv=-dy/y$, so

$$
\bar s\,n_s^{\rm trap}\to\frac12\int_{u/2}^{\infty}\frac{e^{-y}}y\,dy=\frac12E_1(u/2).
$$

This diverges logarithmically as $u\to0$. Fewer islands are born late, but a late one is more likely to be still small, and the two exponentials in the first integral cancel. Births from the start until about $\ln s$ before the end therefore contribute almost equally per unit of clock, and the length of this range, $\tau-\ln s\simeq\ln(2/u)$, grows without limit as $u\to0$. The moments $\int_0^\infty z^nE_1(z)\,dz=n!/(n+1)$ give $\langle u\rangle=1$ and $\langle u^2\rangle=8/3$, hence a relative spread $\sqrt{5/3}\simeq1.29$. Birth at a common clock reading therefore cannot be dropped from the assumptions, even when the growth rate remains proportional to size. Births may be spread in real time only if, as in the idealized seeding above, the clock does not run meanwhile.

**Weaker size dependence.** Let the capture rate be proportional to $s^\alpha$ with $\alpha<1$, and choose the clock so that it equals $s^\alpha$. A gain of one atom changes $s^2$ by $2s+1$, and therefore

$$
\frac{dm}{d\tau}=\langle s^\alpha\rangle,\qquad
\frac{d\sigma^2}{d\tau}=2\,\mathrm{Cov}(s,s^\alpha)+\langle s^\alpha\rangle .
$$

For a narrow distribution, $\mathrm{Cov}(s,s^\alpha)\simeq\alpha m^{\alpha-1}\sigma^2$ and $\langle s^\alpha\rangle\simeq m^\alpha$. Dividing the equations,

$$
\frac{d\sigma^2}{dm}\simeq\frac{2\alpha\sigma^2}{m}+1,\qquad
\frac{\sigma^2}{m^2}\simeq\frac{m^{-1}-m^{2\alpha-2}}{1-2\alpha}
\quad(\alpha\ne\tfrac12),
$$

with $\sigma=0$ at $m=1$. For $\alpha=1/2$ the result is $\sigma^2/m^2\simeq(\ln m)/m$. In this small-fluctuation estimate the relative spread vanishes at large $m$ for every $\alpha<1$. For $1/2<\alpha<1$ the estimate gives the right power, $\sigma^2/m^2\propto m^{2\alpha-2}$, but too small a prefactor, because the spread is then set while the islands are small and the distribution is not narrow. The waiting times at sizes $s=1,2,\dots$ have variances $s^{-2\alpha}$, whose sum converges to $\zeta(2\alpha)$. At large $m$ this replaces $1/(2\alpha-1)$, for example 2.61 instead of 2 at $\alpha=3/4$. For $\alpha=0$ the number of atoms gained is Poisson distributed with mean $m-1$, and $\sigma/m=\sqrt{m-1}/m$ without approximation.

## Example: defect-nucleated Pd on MgO(100)

Surface point defects can hold single Pd atoms, so a one-atom nucleus has a meaning here. Take rough typical values: trap density $N=3\times10^{12}\ \mathrm{cm^{-2}}$, flux $F=10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$, temperature 400 K and deposition time 12 s. Equation (7) gives

$$
t_0=\frac{3\times10^{12}}{10^{13}}\ \mathrm s=0.30\ \mathrm s,\qquad
m=\frac{10^{13}\times12}{3\times10^{12}}=40,\qquad \tau=\ln40=3.69 .
$$

The standard deviation is $\sqrt{40\times39}=39.5$ atoms, and $1/40=2.5\%$ of the islands still have one atom. Islands with at most 20 atoms make up $1-0.975^{20}=39.7\%$ of the population; the exponential limit gives 39.3%. By Eq. (6), islands larger than 80 atoms hold $3\times0.975^{80}=39.6\%$ of the material, against 40.6% in the limit. At $s=m$, $mP_s=0.3725$ compared with $e^{-1}=0.3679$. Equation (8) accounts for the difference: $0.3679\,(1+0.5/40)=0.3725$. The largest absolute scaling error is 0.0247, as Eq. (9) requires.

A field of 100 nm × 100 nm contains 300 islands. The finite-number correction changes $P_s$ by at most $8.1\times10^{-5}$, which is 0.3% of $P_1$. Counting noise matters far more: the expected number of one-atom islands is 7.5, with fluctuations of about $\sqrt{7.5}\simeq2.7$.

The table compares the altered conditions at 40 atoms per trap. The spread is taken over occupied traps.

| Condition | $\sigma$/mean |
|---|---:|
| Born together at size 1, rate $\propto s$ | 0.987 |
| Born together at size 2, rate $\propto s$ | 0.689 |
| Traps filled one by one, rate $\propto s$ | 1.269 |
| Born together at size 1, rate $\propto s^{1/2}$ | 0.313 |
| Born together at size 1, rate $\propto s^{1/3}$ | 0.234 |
| Born together at size 1, equal rates | 0.156 |

The small-fluctuation formula gives 0.30 and 0.23 for the powers $1/2$ and $1/3$, close to the integrated values. Their distributions peak at 39 atoms. For equal rates, sizes 39 and 40 are equally probable, so the printed peak at 40 is one of two.

For the real system, proportional capture is a weak assumption. At 12 s it assigns a one-atom island a capture area of $1/(Ft)=0.83\ \mathrm{nm^2}$, although the mean area per trap is $33.3\ \mathrm{nm^2}$. An adatom that diffuses between traps can reach a small island from much farther away, which favours a weaker size dependence. In the cases tabulated, this lowers the relative spread from about 1 to between 0.16 and 0.31. Those cases give every trap the same surroundings. Randomly placed traps have unequal capture zones, which adds to the spread, so this range is not an estimate for real islands. Gradual trap filling acts in the other direction if proportional growth is retained. The sharp seeding is itself an idealization here: if all traps, empty or occupied, captured diffusing adatoms at the same rate, a fraction $e^{-1}=37\%$ of the traps would still be empty at $t_0$. The exponential is thus a benchmark for the proportional law, not a prediction of measured Pd sizes.

Some of the other neglected processes can be sized with a rough hop barrier of 0.4 eV, desorption energy of 1.2 eV, trap escape barrier of 1.5 eV and attempt frequency of $10^{12}\ \mathrm{s^{-1}}$. Let $F_s$ and $N_s$ be flux and trap density per adsorption site, with $2/a^2$ sites per area for the MgO lattice constant $a=0.421$ nm, and let $D=\tfrac14\nu e^{-E_{\rm hop}/k_BT}$ be the diffusion coefficient in sites per second, with $\nu$ the attempt frequency. With capture numbers set to one, the adatom density is $F_s/(DN_s)$. Pair encounters then produce $F_s^2t/(DN_s^3)\simeq0.02$ new nuclei per trap. About $10^{-7}$ of the flux desorbs, and escape from a trap takes about $8\times10^6$ s. These estimates are rough, since the energies enter exponentially: at 400 K, a change of 0.1 eV in one energy changes each estimate that contains it by a factor of about 18. With a hop barrier of 0.5 eV, for example, the same formula gives about 0.4 new nuclei per trap, and nucleation between traps could no longer be neglected. The escape time refers only to the first atom in a trap. Loss of the second or a later atom from a small island is not sized here. At 400 K it would match the arrival rate per trap, $F/N=3.3\ \mathrm{s^{-1}}$, for a detachment barrier of about 0.9 eV, so the no-loss assumption needs barriers well above 1 eV.

Merging is less negligible. Model the islands as hemispheres with the bulk Pd atomic volume and randomly placed centres. Two islands touch if their centres are closer than $r_i+r_j$, so the mean number of touching neighbours is

$$
N\pi\langle(r_i+r_j)^2\rangle=2\pi N\left(\langle r^2\rangle+\langle r\rangle^2\right)\simeq0.14 .
$$

At fixed trap density, longer deposition increases this number and takes the film further from the no-merging assumption. The complete set of values is in the numerical output.

## Computed values

```
Pd on MgO(100), rough typical inputs
trap density = 3.0e+12 cm^-2
flux = 1.0e+13 cm^-2 s^-1
deposition time = 12.0 s
temperature = 400 K
MgO, Pd lattice constants = 0.421, 0.389 nm
hop barrier = 0.4 eV
desorption energy = 1.2 eV
trap escape barrier = 1.5 eV
attempt frequency = 1e+12 s^-1
Geometric law
seeding time N/F = 0.30 s
mean size m = 40.0 atoms
growth clock tau = 3.6889
standard deviation = 39.50 atoms
share of one-atom islands = 2.50 %
islands with s <= 20: 39.73 %
same in exp(-u) limit: 39.35 %
atoms in islands s > 80: 39.58 %
same in exp(-u) limit: 40.60 %
m*P at s = m: 0.3725
exp(-1) = 0.3679
largest error, rate equations = 6.3e-14
largest |m*P - exp(-u)|, m = 10: 0.09516
largest |m*P - exp(-u)|, m = 40: 0.02469
largest |m*P - exp(-u)|, m = 100: 0.00995
largest |m*P - exp(-u)|, m = 1000: 0.00100
Finite number of islands
islands in 100 nm x 100 nm = 300
largest change of P_s there = 8.13e-05
simulated islands = 3000
largest cumulative gap, simulation = 0.0136
simulated std/mean = 0.969
Std/mean at equal atoms per trap
born together at size 1: 0.987
born together at size 2: 0.689
traps filled one by one: 1.269
traps still empty then: 1.25 %
capture as s^0: 0.156, peak at 40 atoms
capture as s^(1/3): 0.234, peak at 39 atoms
capture as s^(1/2): 0.313, peak at 39 atoms
Other neglected effects
capture area of one-atom island = 0.83 nm^2
mean area per trap = 33.3 nm^2
nuclei between traps / traps = 2.2e-02
desorbed fraction of flux = 1.3e-07
escape time from trap = 7.9e+06 s
touching neighbours per island = 0.139
```
